**PAW and ultrasoft energies from one set of partial waves**

The program compares PAW with its ultrasoft form, in which the one-centre energy ΔE(ρ) is linearised about the reference occupancies ρ⁰. Both use the same partial waves φ_i and φ̃_i, projectors p_i and overlap S; f is the number of electrons, and λ is the fraction of the true augmentation shape that is retained. It asserts that both methods reproduce the all-electron energy and eigenvalue at f = 2, and that the gradient of ΔE agrees with finite differences. Near the reference it asserts that energy differences scale quadratically with the removed charge, while eigenvalue and orbital differences scale linearly. At f = 1.5 the energies differ by 0.0143 Ha, inside the asserted variational bounds of 0.0123 and 0.0167 Ha, and the difference vanishes to numerical precision at λ = 1. The ultrasoft cutoff error is asserted to lie within 25% of the PAW cutoff error at each of the four cutoffs, and the output shows neither method consistently ahead. At a 10 Ha cutoff, reducing the matching radius from 1.2 to 0.8 bohr raises the PAW error from 0.013 to 0.26 Ha.

## Verification by program

```python
"""
Result under test: with the same partial waves, projectors and overlap S, the
ultrasoft (US) energy is the PAW energy with its one-centre part linearised in
the occupancies rho_ij about the reference atom. Hence equal results at the
reference, energy differences of second order away from it, no difference for
the true augmentation density, and nearly the same orbital-cutoff error.

Model: ion potential -(2+exp(-3r))/r, one s shell with f electrons, local
exchange, hard sphere of radius R. Hartree atomic units.
u = r*psi*sqrt(4 pi) is a radial orbital, N = 4 pi r^2 n a radial density.
phi, phit: true and smooth partial waves; q: their norm differences;
aug: augmentation densities; lam: fraction of their true shape retained.
"""
import numpy as np
from types import SimpleNamespace
from numpy.polynomial import legendre
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R, F_REF, F_TEST = 8.0, 2.0, 1.5
RC, RC_SMALL = 1.2, 0.8
edges = [0.0, 0.1, 0.25, 0.5, 0.8, 1.2, 2.0, 3.0, 4.0, 5.0, 6.0, 7.0, R]
order = 12

# Gauss-Lobatto points, weights and differentiation matrix on [-1, 1]
leg = np.array([0.0] * order + [1.0])
x = np.concatenate(([-1.0], np.sort(legendre.legroots(legendre.legder(leg)).real), [1.0]))
px = legendre.legval(x, leg)
wx = 2.0 / (order * (order + 1) * px**2)
gap = x[:, None] - x[None, :] + np.eye(order + 1)
diff = px[:, None] / px[None, :] / gap
np.fill_diagonal(diff, 0.0)
np.fill_diagonal(diff, -diff.sum(axis=1))


def assemble(limit):
    """Points, weights and stiffness matrix of all elements below limit."""
    size = order * (len(edges) - 1) + 1
    pts, wts, stiff = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for e in range(len(edges) - 1):
        a, b = edges[e], edges[e + 1]
        ids = e * order + np.arange(order + 1)
        half = (b - a) / 2
        pts[ids] = a + half * (x + 1)
        if b <= limit + 1e-9:
            wts[ids] += half * wx
            stiff[np.ix_(ids, ids)] += diff.T @ (wx[:, None] * diff) / half
    return pts[1:-1], wts[1:-1], stiff[1:-1, 1:-1]


r, w, K = assemble(R)
coulomb = np.linalg.inv(K) / np.outer(r, r) + 1.0 / R
v_true = -(2.0 + np.exp(-3.0 * r)) / r
nodal_B = np.diag(1.0 / np.sqrt(w))
nodal_T = 0.5 * K / np.sqrt(np.outer(w, w))
nodal = (nodal_B, nodal_T)


def plane_waves(cutoff):
    k = np.pi * np.arange(1, int(R * np.sqrt(2 * cutoff) / np.pi) + 1) / R
    return np.sqrt(2 / R) * np.sin(np.outer(r, k)), np.diag(k**2 / 2)


def functional(weights, N, v_ion):
    """Ion, Hartree and local-exchange energy, and the potential."""
    charge = weights * N
    vh = coulomb @ charge
    vx = -np.cbrt(3 * N / (4 * np.pi * r**2) / np.pi)
    energy = charge @ (v_ion + 0.5 * vh + 0.75 * vx)
    return energy, v_ion + vh + vx


def contract(rho, pairs):
    return np.einsum("ij,ijn->n", rho, pairs)


def one_centre(d, rho, linear):
    """One-centre energy and gradient; linear=True is the US expansion."""
    if linear:
        return d.E0 + np.sum(d.dE0 * (rho - d.rho0)), d.dE0
    smooth = d.ps + d.aug
    e1, v1 = functional(d.wi, contract(rho, d.ae), v_true)
    e2, v2 = functional(d.wi, contract(rho, smooth), d.v_ion)
    grad = d.dT + d.ae @ (d.wi * v1) - smooth @ (d.wi * v2)
    return np.sum(rho * d.dT) + e1 - e2, grad


def scf(basis, f, d, linear=False):
    B, T = basis
    b = B.T @ d.proj
    S = np.eye(B.shape[1]) + b @ d.q @ b.T
    N, rho = d.N0 * f / F_REF, d.rho0 * f / F_REF
    for _ in range(400):
        v = functional(w, N, d.v_ion)[1]
        D = d.aug @ (w * v) + one_centre(d, rho, linear)[1]
        H = T + B.T @ ((w * v)[:, None] * B) + b @ D @ b.T
        eig, c = eigh((H + H.T) / 2, (S + S.T) / 2, subset_by_index=[0, 0])
        c = c[:, 0]
        u = B @ c
        c = c * np.sign(w @ u)
        u, P = B @ c, b.T @ c
        rho_new = f * np.outer(P, P)
        N_new = f * u**2 + contract(rho_new, d.aug)
        change = max(np.abs(N_new - N).max(), np.abs(rho_new - rho).max())
        if change < 1e-9:
            break
        N, rho = N + 0.5 * (N_new - N), rho + 0.5 * (rho_new - rho)
    assert change < 1e-9, "self-consistency not reached"
    E = f * c @ T @ c + functional(w, N_new, d.v_ion)[0]
    E += one_centre(d, rho_new, linear)[0]
    return SimpleNamespace(E=E, eps=eig[0], u=u, P=P, rho=rho_new)


# All-electron problem: the same solver without projectors
none2, none3 = np.zeros((2, 2)), np.zeros((2, 2, r.size))
bare = SimpleNamespace(proj=np.zeros((r.size, 2)), q=none2, aug=none3, ae=none3,
                       ps=none3, dT=none2, v_ion=v_true, wi=w, rho0=none2,
                       N0=F_REF * 4 * 2.0**3 * r**2 * np.exp(-4 * r))
ae_ref = scf(nodal, F_REF, bare)
v_ref = functional(w, F_REF * ae_ref.u**2, v_true)[1]
levels, vecs = eigh(nodal_T + np.diag(v_ref))
levels, phi = levels[:2], vecs[:, :2] / np.sqrt(w)[:, None]
phi = phi * np.sign(phi[0])


def build(rc, lam):
    """Partial waves, projectors and augmentation for matching radius rc."""
    e = edges.index(rc)
    at = e * order - 1
    ids = at + np.arange(order + 1)
    half = (edges[e + 1] - edges[e]) / 2

    def slope(values):
        return diff[0] @ values[ids] / half

    inside = r <= rc + 1e-9
    _, wi, Ki = assemble(rc)
    a1 = slope(v_ref) / (2 * rc)
    v_smooth = np.where(inside, v_ref[at] + a1 * (r**2 - rc**2), v_ref)
    powers = np.array([1, 3, 5, 7])
    phit, chi = phi.copy(), np.zeros_like(phi)
    for i in range(2):
        u = phi[:, i]
        curv = 2 * (v_ref - levels[i]) * u
        target = [u[at], slope(u), curv[at], slope(curv)]
        rows, factor = [], np.ones(4)
        for m in range(4):
            rows.append(factor * rc ** (powers - float(m)))
            factor = factor * (powers - m)
        coef = np.linalg.solve(np.array(rows), target)
        poly = (r[:, None] ** powers) @ coef
        second = (r[:, None] ** (powers - 2.0)) @ (coef * powers * (powers - 1))
        phit[:, i] = np.where(inside, poly, u)
        chi[:, i] = np.where(inside, (levels[i] - v_smooth) * poly + second / 2, 0)
    overlap = phit.T @ (wi[:, None] * chi)
    proj = wi[:, None] * (chi @ np.linalg.inv(overlap))
    ae = np.einsum("ni,nj->ijn", phi, phi)
    ps = np.einsum("ni,nj->ijn", phit, phit)
    q = (ae - ps) @ wi
    shape = np.where(inside, r**2 * (1 - (r / rc) ** 2) ** 2, 0.0)
    shape /= wi @ shape
    aug = (1 - lam) * q[:, :, None] * shape + lam * (ae - ps) * inside
    rho0 = np.diag([F_REF, 0.0])
    N0 = F_REF * phit[:, 0] ** 2 + contract(rho0, aug)
    v_ion = v_smooth - functional(w, N0, np.zeros_like(r))[1]
    d = SimpleNamespace(proj=proj, q=q, aug=aug, ae=ae, ps=ps, wi=wi, rho0=rho0,
                        N0=N0, v_ion=v_ion, phit=phit,
                        dT=0.5 * (phi.T @ Ki @ phi - phit.T @ Ki @ phit))
    d.E0, d.dE0 = one_centre(d, rho0, False)
    return d


soft = build(RC, 0.0)
b = nodal_B @ soft.proj
s_min = np.linalg.eigvalsh(np.eye(r.size) + b @ soft.q @ b.T)[0]
assert s_min > 0
print(f"sphere radius {R:.1f} bohr, matching radii {RC:.1f} and {RC_SMALL:.1f} bohr")
print(f"electrons: reference {F_REF:.1f}, test state {F_TEST:.1f}")
print(f"partial-wave energies: {levels[0]:.6f} {levels[1]:.6f} Ha")
print(f"q11, q12, q22: {soft.q[0,0]:.5f} {soft.q[0,1]:.5f} {soft.q[1,1]:.5f}")
print(f"smallest eigenvalue of S: {s_min:.5f}")

# Gradient of the one-centre energy against finite differences
rho_t = np.array([[1.4, 0.1], [0.1, 0.05]])
step = np.array([[0.3, 0.2], [0.2, 0.1]])
h = 1e-4
numeric = (one_centre(soft, rho_t + h * step, False)[0]
           - one_centre(soft, rho_t - h * step, False)[0]) / (2 * h)
analytic = np.sum(step * one_centre(soft, rho_t, False)[1])
assert abs(numeric - analytic) < 1e-5
print(f"one-centre gradient: numeric {numeric:.7f}, formula {analytic:.7f} Ha")

# Reference atom: all three methods agree
print(f"reference all-electron: E {ae_ref.E:.7f}, eigenvalue {ae_ref.eps:.7f} Ha")
for name, lin in (("PAW", False), ("US", True)):
    s = scf(nodal, F_REF, soft, lin)
    assert abs(s.E - ae_ref.E) < 1e-6 and abs(s.eps - ae_ref.eps) < 1e-6
    print(f"reference {name}: E {s.E:.7f}, eigenvalue {s.eps:.7f} Ha")

# Ionised test state
ae_t = scf(nodal, F_TEST, bare)
paw = scf(nodal, F_TEST, soft, False)
us = scf(nodal, F_TEST, soft, True)
gap_E = paw.E - us.E
print(f"test all-electron: E {ae_t.E:.7f}, eigenvalue {ae_t.eps:.7f} Ha")
print(f"test PAW: E {paw.E:.7f}, eigenvalue {paw.eps:.7f} Ha")
print(f"test US:  E {us.E:.7f}, eigenvalue {us.eps:.7f} Ha")
print(f"test E(PAW)-E(US): {gap_E:.7f} Ha = {gap_E*HARTREE_EV:.5f} eV")
print(f"test E(PAW)-E(all-electron): {paw.E-ae_t.E:.3e} Ha")
assert abs(paw.E - ae_t.E) < 0.1 * abs(us.E - ae_t.E)


def remainder(rho):
    return one_centre(soft, rho, False)[0] - one_centre(soft, rho, True)[0]


low, high = remainder(paw.rho), remainder(us.rho)
assert low - 1e-8 <= gap_E <= high + 1e-8
print(f"bounds on E(PAW)-E(US): {low:.7f} and {high:.7f} Ha")

# Both methods give all-electron orbitals through the same transformation
for name, s, tol in (("PAW", paw, 1e-3), ("US", us, 1e-2)):
    full = s.u + (phi - soft.phit) @ s.P
    norm = w @ full**2
    loss = 1 - abs(w @ (full * ae_t.u)) / np.sqrt(norm)
    loss_smooth = 1 - abs(w @ (s.u * ae_t.u)) / np.sqrt(w @ s.u**2)
    assert loss < tol and loss < loss_smooth and abs(norm - 1) < 1e-2
    print(f"{name} 1-overlap with true orbital: rebuilt {loss:.2e}, "
          f"smooth {loss_smooth:.2e}; rebuilt norm {norm:.6f}")

# Order of the differences in the removed charge
rows = []
for removed in (0.04, 0.02):
    p = scf(nodal, F_REF - removed, soft, False)
    s = scf(nodal, F_REF - removed, soft, True)
    rows.append([p.E - s.E, p.eps - s.eps, np.sqrt(w @ (p.u - s.u) ** 2)])
    print(f"removed {removed:.2f} e: PAW-US energy {rows[-1][0]:.4e} Ha, "
          f"eigenvalue {rows[-1][1]:.4e} Ha, orbital distance {rows[-1][2]:.4e}")
ratio = np.array(rows[0]) / np.array(rows[1])
assert abs(ratio[0] - 4) < 0.4 and np.all(np.abs(ratio[1:] - 2) < 0.2)
print(f"ratios on halving: {ratio[0]:.3f} {ratio[1]:.3f} {ratio[2]:.3f}")

# Dependence on the augmentation shape
gaps, paw_energies = [], []
for lam in (0.0, 0.5, 0.9, 1.0):
    d = build(RC, lam)
    p, s = scf(nodal, F_TEST, d, False), scf(nodal, F_TEST, d, True)
    gaps.append(abs(p.E - s.E))
    paw_energies.append(p.E)
    form = d.aug[0, 0] @ (w * np.sin(12 * r) / (12 * r))
    if lam == 0.0:
        form_soft = form
    print(f"true-shape fraction {lam:.1f}: E(PAW) {p.E:.7f}, E(US) {s.E:.7f} Ha, "
          f"aug11 at k=12/bohr {form:.2e}")
assert gaps[0] > gaps[1] > gaps[2] > gaps[3] and gaps[3] < 1e-7
assert np.ptp(paw_energies) < 0.1 * gaps[0]
assert abs(form_soft) < 0.5 * abs(form)
print(f"|E(PAW)-E(US)| with true augmentation: {gaps[3]:.1e} Ha")

# Orbital-cutoff error, measured from each method's complete-basis limit
small = build(RC_SMALL, 0.0)
small_limit = scf(nodal, F_TEST, small, False).E
print("cutoff errors (Ha): PAW, US, PAW small radius, bare ion")
for cutoff in (5.0, 10.0, 20.0, 40.0):
    basis = plane_waves(cutoff)
    err_p = scf(basis, F_TEST, soft, False).E - paw.E
    err_u = scf(basis, F_TEST, soft, True).E - us.E
    err_s = scf(basis, F_TEST, small, False).E - small_limit
    err_b = scf(basis, F_TEST, bare).E - ae_t.E
    assert min(err_p, err_u, err_s, err_b) > -1e-6
    if err_p > 1e-6:
        assert abs(err_u / err_p - 1) < 0.25
    if cutoff == 10.0:
        assert err_s > 2 * err_p and err_b > 3 * err_p
    print(f"{cutoff:.0f} Ha, {basis[0].shape[1]} waves: {err_p:.3e} {err_u:.3e} "
          f"{err_s:.3e} {err_b:.3e}")

print("all assertions hold")
```

Printed output:

```
sphere radius 8.0 bohr, matching radii 1.2 and 0.8 bohr
electrons: reference 2.0, test state 1.5
partial-wave energies: -0.851164 0.082263 Ha
q11, q12, q22: 0.36529 0.06176 0.01031
smallest eigenvalue of S: 0.94246
one-centre gradient: numeric -0.3990752, formula -0.3990752 Ha
reference all-electron: E -4.0270924, eigenvalue -0.8511639 Ha
reference PAW: E -4.0270924, eigenvalue -0.8511639 Ha
reference US: E -4.0270924, eigenvalue -0.8511639 Ha
test all-electron: E -3.4676334, eigenvalue -1.3986400 Ha
test PAW: E -3.4672922, eigenvalue -1.4000538 Ha
test US:  E -3.4816262, eigenvalue -1.3354610 Ha
test E(PAW)-E(US): 0.0143340 Ha = 0.39005 eV
test E(PAW)-E(all-electron): 3.412e-04 Ha
bounds on E(PAW)-E(US): 0.0122656 and 0.0166792 Ha
PAW 1-overlap with true orbital: rebuilt 2.34e-06, smooth 3.99e-02; rebuilt norm 1.000539
US 1-overlap with true orbital: rebuilt 2.61e-04, smooth 4.42e-02; rebuilt norm 1.000135
removed 0.04 e: PAW-US energy 7.0729e-05 Ha, eigenvalue -3.5810e-03 Ha, orbital distance 1.4911e-03
removed 0.02 e: PAW-US energy 1.7460e-05 Ha, eigenvalue -1.7571e-03 Ha, orbital distance 7.4310e-04
ratios on halving: 4.051 2.038 2.007
true-shape fraction 0.0: E(PAW) -3.4672922, E(US) -3.4816262 Ha, aug11 at k=12/bohr -5.70e-04
true-shape fraction 0.5: E(PAW) -3.4673239, E(US) -3.4748896 Ha, aug11 at k=12/bohr 1.08e-02
true-shape fraction 0.9: E(PAW) -3.4673520, E(US) -3.4688899 Ha, aug11 at k=12/bohr 1.98e-02
true-shape fraction 1.0: E(PAW) -3.4673593, E(US) -3.4673593 Ha, aug11 at k=12/bohr 2.21e-02
|E(PAW)-E(US)| with true augmentation: 3.8e-14 Ha
cutoff errors (Ha): PAW, US, PAW small radius, bare ion
5 Ha, 8 waves: 2.039e-01 1.695e-01 7.500e-01 1.188e+00
10 Ha, 11 waves: 1.282e-02 9.865e-03 2.622e-01 8.493e-01
20 Ha, 16 waves: 6.579e-04 7.454e-04 1.551e-02 5.024e-01
40 Ha, 22 waves: 5.197e-05 6.271e-05 8.150e-04 2.844e-01
all assertions hold
```
